# Normal Permittivity of a Thin Dielectric Slab in a Periodic Supercell: a numerical check

```python
# Result under test: a dielectric slab (thickness d, normal relative
# permittivity eps) in a periodic cell of length L, vacuum elsewhere, has
#     1/eps_sc = (d/L)/eps + 1 - d/L,
# where eps_sc = D/(eps0*E_avg) and E_avg is the cell-averaged normal field.
# For d = 5 angstrom, L = 20 angstrom, eps = 3 this is exactly 6/5.
# The numerical road is a self-consistent periodic Poisson calculation.
# Lengths are in angstrom, fields and P/eps0 in V/angstrom.
import numpy as np
import sympy as sp
from scipy.constants import epsilon_0, angstrom


def series_formula(d, L, eps):
    return 1.0 / ((d / L) / eps + 1.0 - d / L)


def inferred_eps(d, L, eps_sc):
    return 1.0 / (1.0 - (L / d) * (1.0 - 1.0 / eps_sc))


def periodic_response(d, L, eps, E_avg=0.01, n=400):
    """Iterate polarization -> bound charge -> potential -> field."""
    n_slab = round(n * d / L)
    assert abs(n_slab * L / n - d) < 1e-9      # slab fits the grid
    inside = np.zeros(n, dtype=bool)
    start = (n - n_slab) // 2
    inside[start:start + n_slab] = True
    chi = np.where(inside, eps - 1.0, 0.0)
    G = 2 * np.pi * np.fft.fftfreq(n, d=L / n)
    G2 = G**2
    G2[0] = 1.0                                # zero mode is removed below
    E = np.full(n, E_avg)
    for _ in range(400):
        P = chi * E
        rho_G = -1j * G * np.fft.fft(P)        # bound charge / eps0
        phi_G = rho_G / G2
        phi_G[0] = 0.0
        E_new = E_avg + np.fft.ifft(-1j * G * phi_G).real
        change = np.max(np.abs(E_new - E))
        E = E + 0.4 * (E_new - E)
        if change < 1e-15:
            break
    assert change < 1e-13
    P = chi * E
    return 1.0 + P.mean() / E_avg, E, P, inside


d, L, eps, E_avg = 5.0, 20.0, 3.0, 0.01

# Main result and local fields
eps_sc, E, P, inside = periodic_response(d, L, eps, E_avg)
assert abs(eps_sc - series_formula(d, L, eps)) < 1e-10
assert abs(eps_sc - 1.2) < 1e-10
D = E + P
assert np.ptp(D) < 1e-12                       # D is common to both regions
assert np.ptp(E[inside]) < 1e-12 and np.ptp(E[~inside]) < 1e-12
E_slab, E_vac = E[inside].mean(), E[~inside].mean()
assert abs(E_slab - E_vac / eps) < 1e-12
assert abs(D.mean() / E_avg - eps_sc) < 1e-10
dz = L / len(E)
V_slab, V_vac = E[inside].sum() * dz, E[~inside].sum() * dz
assert abs(V_slab + V_vac - E_avg * L) < 1e-12
P_slab = P[inside].mean()
surface_charge = epsilon_0 * P_slab / angstrom  # C/m^2
volume_average = np.where(inside, eps, 1.0).mean()
assert abs(volume_average - eps_sc) > 0.2      # the naive average fails

# Exact rational value from the two boundary equations
Es, Ev, e, t = sp.symbols("Es Ev e t", positive=True)
sol = sp.solve([e * Es - Ev, t * Es + (20 - t) * Ev - 20], [Es, Ev], dict=True)[0]
exact = sp.simplify(sol[Ev].subs({e: 3, t: 5}))
assert exact == sp.Rational(6, 5)
# Thickness at which an infinite slab permittivity gives the same 6/5
metal_limit = sp.limit(sol[Ev], e, sp.oo)
t_min = sp.solve(sp.Eq(metal_limit, exact), t)[0]
assert t_min == sp.Rational(10, 3)

print(f"slab thickness d = {d:.1f} angstrom")
print(f"cell length L = {L:.1f} angstrom")
print(f"slab normal permittivity = {eps:.1f} (dimensionless)")
print(f"cell-averaged field = {E_avg:.4f} V/angstrom")
print(f"field in slab = {E_slab:.6f} V/angstrom")
print(f"field in vacuum = {E_vac:.6f} V/angstrom")
print(f"voltage drop in slab = {V_slab:.6f} V")
print(f"voltage drop in vacuum = {V_vac:.6f} V")
print(f"voltage drop over cell = {V_slab + V_vac:.6f} V")
print(f"slab polarization P/eps0 = {P_slab:.6f} V/angstrom")
print(f"cell-averaged P/eps0 = {P.mean():.6f} V/angstrom")
print(f"bound surface charge density = {surface_charge:.4e} C/m^2")
print(f"supercell permittivity, Poisson solver = {eps_sc:.10f} (dimensionless)")
print(f"supercell permittivity, exact fraction = {exact} (dimensionless)")
print(f"volume average of permittivity = {volume_average:.4f} (dimensionless)")

# Dependence on the amount of vacuum
for cell in (10.0, 20.0, 40.0):
    value = periodic_response(d, cell, eps)[0]
    assert abs(value - series_formula(d, cell, eps)) < 1e-10
    invariant = cell * (1 - 1 / value)
    assert abs(invariant - d * (1 - 1 / eps)) < 1e-8
    print(f"L = {cell:.0f} angstrom: supercell permittivity = {value:.4f}, "
          f"L(1-1/eps_sc) = {invariant:.4f} angstrom")

# Magnification of an error in the supercell value
h = 1e-3
slope = (periodic_response(d, L, eps + h)[0]
         - periodic_response(d, L, eps - h)[0]) / (2 * h)
magnification = 1 / slope
assert abs(magnification - (L / d) * (eps / eps_sc)**2) < 1e-3
print(f"error magnification d(eps)/d(eps_sc) = {magnification:.3f} (dimensionless)")
for target in (1.19, 1.20, 1.21):
    guess = inferred_eps(d, L, target)
    assert abs(periodic_response(d, L, guess)[0] - target) < 1e-10
    print(f"eps_sc = {target:.2f}, d = 5.0 angstrom: inferred slab eps = {guess:.4f}")

# Effect of the thickness convention at fixed supercell permittivity
for thickness in (4.5, 5.0, 5.5):
    guess = inferred_eps(thickness, L, 1.2)
    assert abs(periodic_response(thickness, L, guess)[0] - 1.2) < 1e-10
    print(f"eps_sc = 1.20, d = {thickness:.1f} angstrom: inferred slab eps = {guess:.4f}")
print(f"thickness where inferred eps diverges = {float(t_min):.4f} angstrom")

print("verified")
```

Running it gives:

```
slab thickness d = 5.0 angstrom
cell length L = 20.0 angstrom
slab normal permittivity = 3.0 (dimensionless)
cell-averaged field = 0.0100 V/angstrom
field in slab = 0.004000 V/angstrom
field in vacuum = 0.012000 V/angstrom
voltage drop in slab = 0.020000 V
voltage drop in vacuum = 0.180000 V
voltage drop over cell = 0.200000 V
slab polarization P/eps0 = 0.008000 V/angstrom
cell-averaged P/eps0 = 0.002000 V/angstrom
bound surface charge density = 7.0834e-04 C/m^2
supercell permittivity, Poisson solver = 1.2000000000 (dimensionless)
supercell permittivity, exact fraction = 6/5 (dimensionless)
volume average of permittivity = 1.5000 (dimensionless)
L = 10 angstrom: supercell permittivity = 1.5000, L(1-1/eps_sc) = 3.3333 angstrom
L = 20 angstrom: supercell permittivity = 1.2000, L(1-1/eps_sc) = 3.3333 angstrom
L = 40 angstrom: supercell permittivity = 1.0909, L(1-1/eps_sc) = 3.3333 angstrom
error magnification d(eps)/d(eps_sc) = 25.000 (dimensionless)
eps_sc = 1.19, d = 5.0 angstrom: inferred slab eps = 2.7674
eps_sc = 1.20, d = 5.0 angstrom: inferred slab eps = 3.0000
eps_sc = 1.21, d = 5.0 angstrom: inferred slab eps = 3.2703
eps_sc = 1.20, d = 4.5 angstrom: inferred slab eps = 3.8571
eps_sc = 1.20, d = 5.0 angstrom: inferred slab eps = 3.0000
eps_sc = 1.20, d = 5.5 angstrom: inferred slab eps = 2.5385
thickness where inferred eps diverges = 3.3333 angstrom
verified
```
